# Second-order EPR splitting from equivalent nuclei and three fluorines

Suppose the isotropic hyperfine couplings of a radical have been computed and a spectrum is to be drawn from them. For three equivalent fluorines one can draw four lines with intensities 1:3:3:1, draw six lines at corrected positions, or diagonalize the spin Hamiltonian at every field. The choice between four lines and six hangs on one length on the field axis, $a^2/(2B_0)$, where $a$ is the coupling in field units and $B_0$ is the resonance field without coupling. The inner lines are split by three times this length, in a way set by the total nuclear spin. If the linewidth is much larger than that splitting, four lines reproduce the pattern, though their positions still need a common shift. If it is comparable or smaller, the splitting shows.

## The model

The radical has electron spin $S=1/2$, an isotropic $g$ factor, and $n$ equivalent nuclei of spin $I$. Here "equivalent" means that all have the same isotropic coupling $A$, an energy. Spin operators are dimensionless, and the static field $B$ points along $z$. With $\mathbf K=\sum_i\mathbf I_i$,

$$H=g\mu_B B S_z-g_n\mu_N B K_z+A\,\mathbf S\cdot\mathbf K .$$

The individual nuclear spins enter through their sum alone, because $\sum_i A\,\mathbf S\cdot\mathbf I_i=A\,\mathbf S\cdot\mathbf K$. Anisotropic couplings and direct nuclear spin-spin coupling are left out.

Dividing by $g\mu_B$ turns energies into fields:

$$h=\frac{H}{g\mu_B}=BS_z-rBK_z+a\,\mathbf S\cdot\mathbf K,\qquad a=\frac{A}{g\mu_B},\quad r=\frac{g_n\mu_N}{g\mu_B}.$$

A microwave quantum $h_P\nu$, with $h_P$ Planck's constant, becomes $B_0=h_P\nu/(g\mu_B)$. Resonance occurs when two eigenvalues of $h$ differ by $B_0$.

Two quantities are conserved. $\mathbf K^2$ commutes with every component of $\mathbf K$, hence with $h$. Also $F_z=S_z+K_z$ commutes with $h$, because $\mathbf S\cdot\mathbf K$ is unchanged by a joint rotation of both spins. The microwave field acts mainly through $S_x$, which leaves the nuclei alone, and weakly through $-rK_x$, which also commutes with $\mathbf K^2$, so $K$ does not change in a transition. In the high-field limit the projection $M$ of $\mathbf K$ does not change either.

A given $K$ may occur several times, $d_K$ times say. Let $N(M)$ be the number of nuclear product states with total projection $M$. Each multiplet $K$ supplies one state to every $M$ with $|M|\le K$. The multiplets counted by $N(K)$ but not by $N(K+1)$ are those of spin $K$ itself, so

$$d_K=N(K)-N(K+1).$$

Repeated multiplets have identical matrices and therefore coincident lines. With equally populated nuclear states, $d_K$ is the relative intensity.

## First derivation: perturbation theory

Write the coupling with ladder operators:

$$a\,\mathbf S\cdot\mathbf K=aS_zK_z+\tfrac a2(S_+K_-+S_-K_+).$$

The first term is diagonal in the states $|\pm,K,M\rangle$, where $\pm$ denotes $m_S=\pm1/2$. To first order the levels are

$$E_\pm^{(1)}=\pm\tfrac12B-rBM\pm\tfrac12aM .$$

At fixed $M$ the nuclear term cancels in the difference, which is $B+aM$.

The second term flips electron and nuclei in opposite directions. It joins $|+,M\rangle$ to $|-,M+1\rangle$, and $|-,M\rangle$ to $|+,M-1\rangle$. From $K_\mp K_\pm=\mathbf K^2-K_z^2\mp K_z$, the squared matrix elements are

$$v_\pm^2=\frac{a^2}{4}\left[K(K+1)-M(M\pm1)\right],$$

with the upper sign for the state that starts in $|+,M\rangle$. The zero-order gap in the first pair is

$$\left(\tfrac12B-rBM\right)-\left(-\tfrac12B-rB(M+1)\right)=(1+r)B\equiv D,$$

and the second pair gives the same gap. The upper level of each pair is pushed up and the lower one down:

$$\delta E_+=\frac{v_+^2}{D},\qquad \delta E_-=-\frac{v_-^2}{D}.$$

The transition therefore changes by the sum

$$\delta E_+-\delta E_-=\frac{a^2}{4D}\left[2K(K+1)-M(M+1)-M(M-1)\right]=\frac{a^2Q}{2D},$$

$$Q=K(K+1)-M^2 .$$

The terms linear in $M$ have cancelled. At fixed field, the resonance condition to second order is

$$B_0=B+aM+\frac{a^2Q}{2(1+r)B}.$$

In a field sweep the frequency is fixed and $B$ is sought. Moving terms across gives $B=B_0-aM-a^2Q/[2(1+r)B]$. Replacing $B$ by $B_0$ in the last term changes it by a relative amount of order $aM/B_0$, which is third order. Dropping $r$, of order $10^{-3}$, as well,

$$\boxed{B=B_0-aM-\frac{a^2}{2B_0}\left[K(K+1)-M^2\right]}$$

Components of the same first-order line share $M$, so their separation comes from $K(K+1)$. The $-M^2$ part is common to all components of a group and does not separate them.

### Why product states will not do

States of equal $m_S$ and $M$ but different $K$ are degenerate in first order, so the basis must be one in which the second-order operator is diagonal. Three spins 1/2 with $M=1/2$ show what happens. Take the product states with nucleus 1, 2 or 3 pointing down. The operator whose eigenvalues are $Q$ is

$$K_x^2+K_y^2=\sum_i(I_{ix}^2+I_{iy}^2)+\sum_{i<j}(I_{i+}I_{j-}+I_{i-}I_{j+}).$$

Each nucleus contributes $1/4+1/4$ to the first sum, giving $3/2$ on the diagonal. The second sum moves the down spin from one nucleus to another with matrix element 1. Hence

$$K_x^2+K_y^2=\begin{pmatrix}3/2&1&1\\1&3/2&1\\1&1&3/2\end{pmatrix}.$$

The symmetric vector $(1,1,1)$ has eigenvalue $3/2+2=7/2$. The two independent vectors whose components sum to zero have eigenvalue $3/2-1=1/2$. This is the splitting: one state with $Q=7/2$ and two with $Q=1/2$. The electron mediates an exchange of spin between nuclei, and keeping the diagonal alone would miss it.

The diagonal does give the centre of the group, since the trace of a matrix does not depend on the basis. For $n$ spins 1/2 the mean of $Q$ at fixed $M$ is $n/2$, whatever $M$ is. To second order all groups therefore shift together by $-na^2/(4B_0)$, and their centres stay equally spaced.

## Second derivation: squaring the Hamiltonian

The second route uses a property of spin 1/2 and no perturbation theory. Since $K_z=F_z-S_z$,

$$h=-rBF_z+h',\qquad h'=DS_z+a\,\mathbf S\cdot\mathbf K .$$

With Pauli matrices $\boldsymbol\sigma=2\mathbf S$, this is $2h'=\boldsymbol\sigma\cdot\mathbf V$, where $\mathbf V=D\hat{\mathbf z}+a\mathbf K$. The electron sees the applied field plus a field from the nuclei. For a classical vector $\mathbf K$, the length of $\mathbf V$ would be about $D+aK_z+a^2(K_x^2+K_y^2)/(2D)$. The second-order term is thus the lengthening of the field by its transverse part.

The components of $\mathbf K$ do not commute, so the square needs care. From $\sigma_i\sigma_j=\delta_{ij}+i\sum_k\epsilon_{ijk}\sigma_k$,

$$4h'^2=\mathbf V^2+i\boldsymbol\sigma\cdot(\mathbf V\times\mathbf V).$$

The $z$ component of the cross product is $a^2[K_x,K_y]=ia^2K_z$, and the others follow cyclically, so $\mathbf V\times\mathbf V=ia^2\mathbf K$. Then

$$4h'^2=D^2+2aDK_z+a^2K(K+1)-2a^2\,\mathbf S\cdot\mathbf K .$$

Now substitute $a\,\mathbf S\cdot\mathbf K=h'-DS_z$ in the last term, which becomes $-2ah'+2aDS_z$. Collecting $K_z+S_z=F_z$,

$$4h'^2+2ah'=D^2+2aDF_z+a^2K(K+1).$$

Adding $a^2/4$ completes both squares:

$$\left(2h'+\tfrac a2\right)^2=D^2+2aDF_z+a^2\left(K+\tfrac12\right)^2 .$$

For an eigenvalue $F$ of $F_z$ this gives

$$h'=-\frac a4\pm\frac12R(F),\qquad R(F)=\sqrt{D^2+2aDF+a^2(K+\tfrac12)^2}.$$

When $|F|<K+1/2$ there are two states, $|+,F-\tfrac12\rangle$ and $|-,F+\tfrac12\rangle$. The trace of $h'$ over them is $\tfrac a2(F-\tfrac12)-\tfrac a2(F+\tfrac12)=-a/2$, so both signs occur once. At $F=K+1/2$ the one state is $|+,K\rangle$, with the plus sign; at $F=-(K+1/2)$ it is $|-,-K\rangle$, with the minus sign, for $D>|a|(K+\tfrac12)$.

The allowed transition runs from the lower level with $F=M-1/2$ to the upper level with $F=M+1/2$. The constants $-a/4$ cancel, and $-rBF_z$ contributes $-rB$:

$$B_0=-rB+\tfrac12\left[R(M+\tfrac12)+R(M-\tfrac12)\right].$$

To recover the earlier result, expand the root for small $a/D$:

$$R(F)=D+aF+\frac{a^2}{2D}\left[(K+\tfrac12)^2-F^2\right]+\dots$$

Over $F=M\pm1/2$ the mean of $F$ is $M$ and the mean of $F^2$ is $M^2+1/4$. The bracket averages to $K(K+1)+\tfrac14-M^2-\tfrac14=Q$. Since $D-rB=B$, the condition is again $B_0=B+aM+a^2Q/(2D)$.

### The resonance field in closed form

For $r=0$, so that $D=B$, the condition can be solved for $B$. Let $P=B^2+2aMB+a^2(K+\tfrac12)^2$. Then $R(M\pm\tfrac12)^2=P\pm aB$, and squaring $2B_0=R(M+\tfrac12)+R(M-\tfrac12)$ gives

$$4B_0^2=2P+2\sqrt{P^2-a^2B^2}.$$

Isolating the root and squaring, $(2B_0^2-P)^2=P^2-a^2B^2$. The $P^2$ terms cancel, leaving $P=B_0^2+a^2B^2/(4B_0^2)$, or

$$\left(1-\frac{a^2}{4B_0^2}\right)B^2+2aMB+a^2(K+\tfrac12)^2-B_0^2=0 .$$

Put $B=B_0(1+b_1e+b_2e^2+b_3e^3+b_4e^4+\dots)$ with $e=a/B_0$, and collect powers of $e$:

- $e^1$: $2b_1+2M=0$, so $b_1=-M$.
- $e^2$: $b_1^2+2b_2-\tfrac14+2Mb_1+(K+\tfrac12)^2=0$, so $b_2=-Q/2$.
- $e^3$: $2b_3+2b_1b_2-\tfrac12b_1+2Mb_2=0$, so $b_3=-M/4$.
- $e^4$: $2b_4+2b_1b_3+b_2^2-\tfrac14(b_1^2+2b_2)+2Mb_3=0$, so $b_4=-(Q^2+Q-M^2)/8$.

The third-order term, $-a^3M/(4B_0^2)$, does not contain $K$. It moves a group as a whole and leaves its splitting alone. The quadratic is also unchanged when $a$ and $M$ both reverse sign. The set of lines is therefore the same for $a$ and $-a$, and line positions do not reveal the sign of the coupling.

## Three equivalent fluorines

The fluorine nucleus has $I=1/2$. Three of them give $N(3/2)=1$ and $N(1/2)=3$, so $K=3/2$ occurs once and $K=1/2$ occurs $3-1=2$ times. The outer lines, $M=\pm3/2$, have $K=3/2$ and $Q=15/4-9/4=3/2$. Each inner line has two components:

- $K=3/2$, weight 1, $Q=15/4-1/4=7/2$;
- $K=1/2$, weight 2, $Q=3/4-1/4=1/2$.

The pattern 1:3:3:1 becomes 1:(1+2):(1+2):1. Larger $Q$ means lower resonance field, so the weight-2 component is on the high-field side of both inner groups. In order of rising field the intensities are 1, 1, 2, 1, 2, 1. The inner splitting is

$$\Delta=\frac{a^2}{2B_0}\left(\frac72-\frac12\right)=\frac{3a^2}{2B_0}.$$

### Numbers

Take round model parameters: $g=2$, $a=15$ mT, a nuclear $g$ factor of 5 and a frequency of 9.5 GHz. Then $B_0=339.377$ mT and

$$\frac{a^2}{2B_0}=\frac{225}{2\times339.377}=0.3315\ \text{mT},\qquad \Delta=0.9945\ \text{mT},$$

which corresponds to 27.84 MHz. For $M=1/2$ the first-order position is $339.377-7.5=331.877$ mT. The $K=3/2$ component lies $3.5\times0.3315=1.160$ mT below it, at 330.717 mT. The $K=1/2$ component lies $0.5\times0.3315=0.166$ mT below it, at 331.711 mT.

The numerical output lists all six lines beside fields found by diagonalizing the full matrix in the product basis, where $K$ is not used as a label. The largest difference is 0.011 mT, at an outer line, where the third-order term has magnitude 0.011 mT. After that term is removed (with $r=0$), halving a small $a$ reduces the largest remainder by a factor 16.00, as a fourth-order remainder should.

The full matrix gives an inner splitting of 0.9956 mT at $M=1/2$. The excess over 0.9945 mT has two main sources. The difference of the two $b_4$ values adds $15a^4/(8B_0^3)=0.0024$ mT, and the factor $1/(1+r)$, with $r=0.00136$, removes 0.0014 mT. Unrounded, these give 0.99554 mT, and higher-order terms supply the remaining few $10^{-5}$ mT.

If the splitting is not resolved, the centre of the $M=1/2$ group is at $(330.717+2\times331.711)/3=331.380$ mT. This is 15.000 mT above the outer line at 316.380 mT, so to second order the spacing of the centres is still $a$. The centre meant here is the intensity-weighted mean. The maximum of the merged line is pulled towards the stronger component, and it approaches the mean only when the linewidth is much larger than the splitting. The middle of the spectrum, however, lies 0.497 mT below $B_0$. Reading $g$ from it without correction would give $2\times339.377/338.880=2.0029$ instead of 2. The common shift matters even when four lines suffice for the shape.

At 35 GHz, $B_0=1250.34$ mT and the splitting falls to 0.270 mT, in inverse proportion to the frequency. A linewidth of 0.5 mT, say, would be about half the splitting at 9.5 GHz and nearly twice the splitting at 35 GHz.

### Are the intensities really 1 and 2?

Flip-flop mixing weakens each transition. Set $r=0$ and let $s_\pm\approx v_\pm^2/B^2$ be the admixed probabilities in the upper and lower states. The squared element of $2S_x$ between the main components is $(1-s_+)(1-s_-)$, so the loss is

$$s_++s_-\approx\frac{a^2Q}{2B^2}.$$

For $Q=7/2$ this is about $1.75\times0.0442^2=0.0034$, as the full matrix shows.

In a field sweep, the area of a narrow line is its strength divided by $dE/dB$, where $E$ is the transition energy in field units. That slope is the difference of $\langle S_z\rangle$ between the two states, $(\tfrac12-s_+)-(-\tfrac12+s_-)=1-s_+-s_-$. The losses cancel to second order, leaving a relative excess of about $s_+s_-$.

The full matrix shows twice that amount. For $r=0$, the transition from lower $F=M+1/2$ to upper $F=M-1/2$ has the same energy, because $R(M+\tfrac12)+R(M-\tfrac12)$ is symmetric. It is allowed through the admixtures alone and has strength $s_+s_-$. For $K=3/2$, $M=1/2$, where $s_+\approx\tfrac34(a/B)^2$ and $s_-\approx(a/B)^2$, the total excess is about $1.5\times0.0442^4=5.7\times10^{-6}$. The largest computed change is $5.8\times10^{-6}$, for $r=0$ and coupling through $S_x$ alone. With $r\neq0$ the second transition moves about $2rB\approx0.9$ mT away, and the nuclear part $-rK_x$ of the microwave coupling changes the areas by about $2raM/B$, some $2\times10^{-4}$ at the outer lines and nearly the same for both components of an inner group. The ratios 1 and 2 are thus safe here.

## What each derivation assumes

Both derivations, as given, assume isotropic hyperfine couplings and no direct coupling between the nuclei. They differ in what else they require.

**Field strength.** Perturbation theory requires $|a|(K+\tfrac12)\ll B$. The squared Hamiltonian gives the levels at any field and needs this condition only when the root is expanded. At zero field its eigenvalues are $-a/4\pm\tfrac12a(K+\tfrac12)$, that is $aK/2$ and $-a(K+1)/2$, the levels of total spin $K+\tfrac12$ and $K-\tfrac12$. There $M$ has lost its meaning as a label, and so has a spectrum described by $Q$.

**Electron spin.** The second derivation rests on the product rule of Pauli matrices and is tied to $S=1/2$. The perturbation method can be applied to larger $S$, but the matrix elements of $S_\pm$ change and the sum leading to $Q$ must be done again.

**Equivalence.** The second derivation needs equal couplings from the start, since otherwise $\mathbf V$ does not contain $\mathbf K$. Perturbation theory can follow a small inequality. For couplings $a_i$ close to $a$, the line positions at fixed $M$ come from the eigenvalues of

$$\sum_i a_iI_{iz}+\frac{a^2}{2B}(K_x^2+K_y^2).$$

One matrix serves both electron states, because $K_-K_+$ and $K_+K_-$ differ from $K_x^2+K_y^2$ by $\mp K_z$, a constant at fixed $M$. Moving the down spin from nucleus $i$ to nucleus $j$ changes the first term by $a_i-a_j$, while the second term mixes the two states with strength $a^2/(2B)$. The pattern of total spin $K$ therefore requires

$$|a_i-a_j|\ll\frac{a^2}{2B_0},$$

here 0.33 mT. When the differences are much larger, the mixing is suppressed. The product states then give the lines, each with roughly the diagonal shift $-3a^2/(4B_0)$, up to residual mixing of order $(a^2/2B_0)^2/|a_i-a_j|$, and the separations within a group come from the differences between the couplings. The condition is necessary for six lines but not sufficient. The two $K=1/2$ multiplets are degenerate, so any inequality splits the weight-2 line in first order: for couplings $a$, $a$, $a+\delta$ the two states have $\langle I_{3z}\rangle=\tfrac12$ and $-\tfrac16$ at $M=1/2$ and separate by about $2\delta/3$. Before six lines are drawn from computed couplings, the differences between those couplings should therefore be compared both with $a^2/(2B_0)$ and with the linewidth. Couplings that are equal by symmetry, or made equal by motion that is fast enough to average them, meet the condition.

## Table of computed values

```
Model: three equivalent spin-1/2 fluorines
electron g factor = 2.0
nuclear g factor = 5.0
coupling a = 15.0 mT
microwave frequency = 9.5 GHz
B0 = 339.377 mT
a/B0 = 0.0442
nuclear-to-electron Zeeman ratio r = 1.362e-03
K = 0.5 occurs 2 time(s)
K = 1.5 occurs 1 time(s)
second-order unit a^2/(2 B0) = 0.3315 mT
Lines by rising field (fields in mT):
   K     M     Q   weight  2nd order  full matrix  area
  1.5   1.5   1.5     1     316.380     316.369    1.0000
  1.5   0.5   3.5     1     330.717     330.712    1.0000
  0.5   0.5   0.5     2     331.711     331.707    2.0000
  1.5  -0.5   3.5     1     345.717     345.719    1.0000
  0.5  -0.5   0.5     2     346.711     346.715    2.0000
  1.5  -1.5   1.5     1     361.380     361.391    1.0000
largest field error of 2nd order = 0.0114 mT
inner splitting, formula = 0.9945 mT
inner splitting, formula, converted = 27.84 MHz
inner splitting, full, M=+1/2 = 0.9956 mT
inner splitting, full, M=-1/2 = 0.9955 mT
common group shift -3a^2/(4 B0) = -0.4972 mT
third-order shift for M=+3/2 = -0.0110 mT
largest loss of strength (r=0) = 0.00344
largest change of swept area (r=0) = 5.8e-06
remainder ratio on halving a = 16.00
higher frequency = 35.0 GHz
B0 at higher frequency = 1250.34 mT
splitting there, formula = 0.2699 mT
splitting there, full, M=+1/2 = 0.2696 mT
```
